\section*{Why Each Interband Step of a Quantum Well Absorbs About πα, part 1}

(Sections cited here and not found follow in the second part.)

\section*{Question}

The interband absorption of a thin quantum well rises in steps, one for each pair of subbands. The golden-rule height of a step contains a momentum matrix element, a reduced mass and a transition energy, all of which depend on the material and on the width of the well. Why is the height nevertheless close to $\pi\alpha$, with $\alpha=e^2/4\pi\varepsilon_0\hbar c$? In which model is it equal to $\pi\alpha$, what makes it depart from that value, and how does a substrate change the absorbed fraction of the light?

\section{The mechanism}

The height of a step is proportional to the inverse transition energy times the product of a transition strength $|v_{cv}|^2$ and a joint density of states, which in two dimensions is proportional to the reduced mass $\mu$. These two factors are not independent. The matrix element that lets light couple the two subbands also couples them in $\mathbf k\cdot\mathbf p$ theory, where it pushes them apart by an amount proportional to $|v_{cv}|^2k^2$. A stronger coupling gives a lighter mass and fewer states per unit energy. If the coupling is isotropic in the plane and the pair has no other source of relative curvature, the product $\mu|v_{cv}|^2$ is proportional to the transition energy and the height is a pure number.

The electrons are treated as independent, at zero temperature, with full valence and empty conduction subbands, and the light falls at normal incidence. Electron--hole attraction and Pauli blocking by doping are left out.

\section{Sheet conductivity from the golden rule}

Let the in-plane field be $E_0\cos\omega t$ along $x$, with vector potential $A_x=-(E_0/\omega)\sin\omega t$. For charge $-e$ the substitution $\hbar\mathbf k\to\hbar\mathbf k+e\mathbf A$ gives the perturbation $eA_xv_x$, with $v_x=\hbar^{-1}\partial H/\partial k_x$. The part varying as $e^{-i\omega t}$ has a matrix element of modulus $eE_0|v_x|/2\omega$, where $|v_x|=|\langle c|v_x|v\rangle|$. The golden-rule rate times $\hbar\omega$, summed over $\mathbf k$ and over $g$ equivalent copies of the pair, is the power absorbed per area:
\begin{equation}
\hbar\omega\,\frac{2\pi}{\hbar}\Big(\frac{eE_0}{2\omega}\Big)^2 g\!\int\!\frac{d^2k}{(2\pi)^2}|v_x|^2\,\delta(E_{cv}-\hbar\omega)=\tfrac12\,\sigma E_0^2 .
\end{equation}
The right side defines the real sheet conductivity $\sigma$. With $E=\hbar\omega$ and the unit $\sigma_0=e^2/4\hbar$,
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac{4\pi g\hbar^2}{E}\int\!\frac{d^2k}{(2\pi)^2}|v_x|^2\,\delta(E_{cv}-E).
\label{gr}
\end{equation}
For an isotropic $E_{cv}(k)$ the measure is $k\,dk/2\pi$ times an average over the ring, and the delta function gives $1/(dE_{cv}/dk)$:
\begin{equation}
\frac{\sigma}{\sigma_0}=\frac{2g\hbar^2\langle|v_x|^2\rangle}{E}\,\frac{k}{dE_{cv}/dk}.
\label{ring}
\end{equation}
At an edge, $E_{cv}(k)=E_{cv}(0)+\hbar^2k^2/2\mu$, so $k/(dE_{cv}/dk)=\mu/\hbar^2$ and the step height is
\begin{equation}
\frac{\Delta\sigma}{\sigma_0}=\frac{2g\mu|v_x|^2}{E_{cv}(0)} .
\label{step}
\end{equation}
The unit is the one that matters for light, because a sheet conductivity enters Maxwell's equations as $s=\sigma/\varepsilon_0c$, and
\begin{equation}
\frac{\sigma_0}{\varepsilon_0c}=\frac{e^2}{4\hbar\varepsilon_0c}=\pi\,\frac{e^2}{4\pi\varepsilon_0\hbar c}=\pi\alpha=2.2925\,\% .
\end{equation}

\section{The two-band well}

Take the band-edge Bloch functions $S,X,Y,Z$ of a cubic crystal. Symmetry leaves one parameter, $\langle S|v_x|X\rangle=\langle S|v_y|Y\rangle=\langle S|v_z|Z\rangle=P$, chosen real, and the Kane energy is $E_P=2m_0P^2$. With $z$ along the growth axis the heavy holes are $(X+iY)\!\uparrow\!/\sqrt2$ and $(X-iY)\!\downarrow\!/\sqrt2$. Since $\mathbf v$ conserves spin, each couples to one conduction state, so there are $g=2$ copies. For the spin-down copy $\langle S|\mathbf v|hh\rangle=P(1,-i,0)/\sqrt2$, and the coupling is $\hbar\mathbf k\cdot\mathbf v_{cv}=\gamma k_-$, with $k_\pm=k_x\pm ik_y$ and
\begin{equation}
\gamma=\frac{\hbar P}{\sqrt2},\qquad |v_x|^2=\frac{\gamma^2}{\hbar^2}=\frac{P^2}{2}=\frac{E_P}{4m_0}.
\end{equation}
The other copy is the complex conjugate. The $z$ component vanishes, so motion along $z$ does not mix the two bands, and it is described by masses $m_{cz}$, $m_{hz}$ that stand for the eliminated bands:
\begin{equation}
H=\begin{pmatrix}\frac{E_g}{2}+\frac{p_z^2}{2m_{cz}}&\gamma k_-\\ \gamma k_+&-\frac{E_g}{2}-\frac{p_z^2}{2m_{hz}}\end{pmatrix}+\frac{\hbar^2k^2}{2m_0}.
\end{equation}
The in-plane action of the eliminated bands is dropped. This is the defining assumption of the model, and Section~\ref{about} estimates the part of its cost that comes from the light-hole and split-off bands.

With infinite barriers at $z=0$ and $L$, both bands have the envelopes $\sin(n\pi z/L)$. Neither the coupling nor $v_x$ depends on $z$, so neither connects different $n$. With Pauli matrices $\tau_i$ in band space each block is a massive Dirac Hamiltonian,
\begin{align}
H_n&=\bar\epsilon_n+\frac{\hbar^2k^2}{2m_0}+\gamma(k_x\tau_x+k_y\tau_y)+\frac{E_n}{2}\tau_z,\\
E_n&=E_g+\frac{\hbar^2\pi^2n^2}{2\mu_zL^2},\qquad \frac1{\mu_z}=\frac1{m_{cz}}+\frac1{m_{hz}},
\end{align}
where $\bar\epsilon_n$ is the midpoint of the two levels at $k=0$.

\section{The cancellation}

The square of the $\tau$-dependent part of $H_n$ is $\gamma^2k^2+E_n^2/4$, because the Pauli matrices anticommute. The levels and their expansion to order $k^2$ are
\begin{equation}
\bar\epsilon_n+\frac{\hbar^2k^2}{2m_0}\pm\sqrt{\frac{E_n^2}{4}+\gamma^2k^2}\simeq\bar\epsilon_n\pm\frac{E_n}{2}+\frac{\hbar^2k^2}{2m_0}\pm\frac{\gamma^2k^2}{E_n}.
\end{equation}
Write the upper level as $+\hbar^2k^2/2m_c$ and the lower as $-\hbar^2k^2/2m_v$, and use $2m_0\gamma^2/\hbar^2=E_P/2$:
\begin{equation}
\frac{m_0}{m_c}=1+\frac{E_P}{2E_n},\qquad \frac{m_0}{m_v}=-1+\frac{E_P}{2E_n}.
\end{equation}
The free-electron term shifts both levels alike and drops out of the sum,
\begin{equation}
\frac1{\mu_n}=\frac1{m_c}+\frac1{m_v}=\frac{E_P}{m_0E_n}=\frac{4|v_x|^2}{E_n}.
\label{mu}
\end{equation}
At $k=0$ the eigenstates are the pure bands and the optical matrix element is $\gamma/\hbar$. Equation~(\ref{step}) becomes
\begin{equation}
\frac{\Delta\sigma}{\sigma_0}=2g\,\frac{E_n}{4|v_x|^2}\,\frac{|v_x|^2}{E_n}=\frac g2=1 .
\end{equation}
The Kane energy, the gap, the width and the index $n$ have cancelled. The mass that does this is $\mu_n=m_0E_n/E_P$, which belongs to the subband pair and grows with the confinement energy. The bulk-edge value $m_0E_g/E_P$ inserted in Eq.~(\ref{step}) would give $E_g/E_n$, a height that this Hamiltonian does not produce.

The cancellation persists above the edge. The transition energy obeys $E^2=E_n^2+4\gamma^2k^2$, so $E\,dE=4\gamma^2k\,dk$ and $k/(dE/dk)=E/4\gamma^2$. The $\tau$-dependent part is $(E/2)\,\hat{\mathbf n}\cdot\boldsymbol\tau$ with $\hat{\mathbf n}=(\sin\beta\cos\theta,\sin\beta\sin\theta,\cos\beta)$, where $\theta$ is the angle of $\mathbf k$ and $\cos\beta=E_n/E$. The velocity is $\hbar v_x=\gamma\tau_x+\hbar^2k_x/m_0$; its second term is proportional to the unit matrix and causes no transition. Completeness and $\tau_x^2=1$ give
\begin{equation}
|\langle c|\tau_x|v\rangle|^2=\langle c|\tau_x^2|c\rangle-\langle c|\tau_x|c\rangle^2=1-\sin^2\beta\cos^2\theta .
\end{equation}
The ring average is $1-\frac12\sin^2\beta=\frac12(1+\cos^2\beta)$. In Eq.~(\ref{ring}) the factor $2g\gamma^2/E$ times $E/4\gamma^2$ is $g/2$, and the sum over blocks is
\begin{equation}
\frac{\sigma(E)}{\sigma_0}=\frac g2\sum_n\Theta(E-E_n)\,\frac12\Big(1+\frac{E_n^2}{E^2}\Big).
\label{stair}
\end{equation}
The jump at $E_n$ is $g/2$, since the terms of the lower pairs are continuous there. The plateaus are not flat: each contribution falls from $g/2$ toward $g/4$. The reason is band mixing. At large $k$ the vector $\hat{\mathbf n}$ tilts into the plane, and for $\mathbf k$ along the field $\tau_x$ becomes diagonal. The gapless limit $E_n\to0$ gives $g/4$, which is $\sigma_0$ for the four Dirac cones of graphene. A gapped pair reaches $\sigma_0$ at its edge with two copies because there the matrix element has its full value in every direction of $\mathbf k$.

Without isotropy a weaker statement survives. Let the coupling be $H_{cv}=\mathbf u\cdot\mathbf k$ with $\mathbf u=\mathbf a-i\mathbf b$ and real $\mathbf a,\mathbf b$. Then $H_{cv}=q_x-iq_y$ with $\mathbf q=M\mathbf k$, where $M$ has rows $\mathbf a$ and $\mathbf b$. In $\mathbf q$ the problem is the isotropic one with $\gamma=1$. The tensor $\sigma_{ij}$ is Eq.~(\ref{gr}) with $|v_x|^2$ replaced by $\mathrm{Re}(v_iv_j^*)$. The velocity is $\hbar v_i=\sum_jM_{ji}\tau_j$ and $d^2k=d^2q/|\det M|$. The isotropic tensor is a multiple $\sigma_{\rm iso}$ of the unit matrix: its off-diagonal element is $\mathrm{Re}\langle\tau_x\tau_y\rangle-n_xn_y=-n_xn_y$, as $\tau_x\tau_y=i\tau_z$ has an imaginary expectation value, and $n_xn_y$ averages to zero on the ring. Hence
\begin{equation}
\sigma=\sigma_{\rm iso}\,\frac{M^TM}{|\det M|},\qquad \sqrt{\det\sigma}=\sigma_{\rm iso}.
\end{equation}
The geometric mean of the principal conductivities keeps the isotropic value. The conductivities themselves do not: linearly polarized light sees a value that depends on the direction of the field, and unpolarized light sees the arithmetic mean, which exceeds $\sigma_{\rm iso}$ unless the two principal values are equal. This fails if $\det M=0$, when the pair has no relative curvature along one direction.

\section{Why only about $\pi\alpha$}\label{about}

In second-order perturbation theory a pair with $|\mathbf k\cdot\mathbf v_{cv}|^2=|v_x|^2k^2$ and gap $E_{cv}$ moves each of its levels by $\hbar^2|v_x|^2k^2/E_{cv}$, which adds $2|v_x|^2/E_{cv}$ to each inverse mass and $4|v_x|^2/E_{cv}$ to $1/\mu$. Equation~(\ref{step}) can therefore be written
\begin{equation}
\frac{\Delta\sigma}{\sigma_0}=\frac g2\,\eta,\qquad \eta=\frac{4|v_x|^2/E_{cv}}{1/\mu},
\end{equation}
where $\eta$ is the share of the inverse reduced mass that the pair supplies to itself. A coupling to a third level that widens the gap with $k$ lowers $\eta$; one that narrows it raises $\eta$, as long as the gap still grows with $k$.

\emph{Finite barriers.} Keep $\gamma$, $m_{cz}$, $m_{hz}$ the same in well and barrier. The envelopes now differ, with overlaps $I_{nm}$ and gaps $E_{nm}$. Both the optical element and the $\mathbf k\cdot\mathbf p$ coupling become $\gamma I_{nm}$. Level $c_n$ is pushed up by every valence subband and $h_m$ is pushed down by every conduction subband, so
\begin{equation}
\eta_{nm}=\frac{2I_{nm}^2/E_{nm}}{\sum_{m'}I_{nm'}^2/E_{nm'}+\sum_{n'}I_{n'm}^2/E_{n'm}}\le1,
\end{equation}
because each sum has non-negative terms and contains $I_{nm}^2/E_{nm}$. Completeness gives $\sum_{m'}I^2_{nm'}=\sum_{n'}I^2_{n'm}=1$. For the lowest pair every other gap exceeds $E_{11}$, so each sum is at most $1/E_{11}$ and $\eta_{11}\ge I_{11}^2$: lost overlap also removes curvature. In a symmetric well parity restricts the sums for the pair 2--2 to odd envelopes, among which it has the smallest gap, and the same inequality holds.

\emph{Light-hole and split-off bands.} Consider the eight-band Kane Hamiltonian at $k_z=0$, with the heavy hole lifted above the light hole by $\delta$ to mimic confinement, and gaps $E_h$, $E_l$, $E_s$ from the conduction edge. An in-plane velocity connects $S\!\downarrow$ to $(X\mp iY)\!\downarrow\!/\sqrt2$, each with $|v_x|^2=P^2/2$. The first is a heavy hole. The second is $|l_z{=}1\rangle\!\downarrow$. Lowering the state $|1\rangle\!\uparrow$ with $J_-$ gives $\sqrt2|0\rangle\!\uparrow+|1\rangle\!\downarrow$, of squared norm 3, so $|1\rangle\!\downarrow$ has weight $1/3$ in the light hole and the remaining $2/3$ in the split-off state. The three strengths are $P^2/2$, $P^2/6$, $P^2/3$. Apart from the free-electron terms, which cancel in $1/\mu$,
\begin{equation}
\frac1{m_c}=2P^2\Big[\frac1{2E_h}+\frac1{6E_l}+\frac1{3E_s}\Big],\quad \frac1{m_{hh}}=\frac{2P^2}{2E_h},\quad \frac1{m_{lh}}=\frac{2P^2}{6E_l}.
\end{equation}
The heavy and light holes are also coupled through $S$ by an element of order $k^2$, which changes energies at order $k^4/\delta$ and not the edge masses. Dividing $4(P^2/2)/E_h$ by $1/m_c+1/m_{hh}$, and $4(P^2/6)/E_l$ by $1/m_c+1/m_{lh}$,
\begin{equation}
\eta_{hh}=\frac{1/E_h}{\frac1{E_h}+\frac1{6E_l}+\frac1{3E_s}},\qquad
\eta_{lh}=\frac{1/3E_l}{\frac1{2E_h}+\frac1{3E_l}+\frac1{3E_s}} .
\label{kane}
\end{equation}
The Kane energy still cancels, but ratios of gaps remain. For $E_l\to E_h$ the heavy-hole step runs from $2/3$ ($E_s=E_h$) to $6/7$ ($E_s\to\infty$) and the light-hole step from $2/7$ to $2/5$. These are edge values, valid for $\gamma^2k^2/E_h\ll\delta$, and they omit $k_z$ mixing and remote bands.

In the two-band well with infinite barriers every step in the sheet conductivity equals $\sigma_0$, which is $\pi\alpha$ in units of $\varepsilon_0c$, and couplings to other subbands and bands change this height by the factor $\eta$. It remains to find what fraction of the light is absorbed when the well lies on a substrate, and to check the results with numbers.
